# Loss Tangent of a Porous Dielectric from Complex Maxwell Garnett Theory

## The problem

An insulating film consists of a solid matrix with relative permittivity $k_m=4$ and loss tangent $\tan\delta_m=0.010$. Separate spherical pores filled with dry air occupy 40 percent of its volume. The air has relative permittivity 1 and no loss. What are the permittivity and the loss tangent of the film?

Fields vary as $\exp(+i\omega t)$, and all permittivities are relative to that of vacuum. In this convention a passive lossy material has a negative imaginary part:

$$
\varepsilon=k(1-i\tan\delta),\qquad \tan\delta=-\frac{\operatorname{Im}\varepsilon}{\operatorname{Re}\varepsilon}.
$$

The data are therefore

$$
\varepsilon_m=4(1-0.010\,i)=4-0.040\,i,\qquad \varepsilon_p=1,\qquad f=0.40,
$$

where $m$ stands for the matrix, $p$ for the pores and $f$ for the pore volume fraction.

The film is taken to be isotropic and its response linear. The pores are much smaller than the wavelength, so the electric field inside the film can be derived from a potential, as in electrostatics. To put a size on this condition, take a pore diameter of 3 nm and a frequency of 10 GHz. With the film permittivity found below, the wavelength in the film is $1.86\times10^{7}$ nm, and the ratio of diameter to wavelength is $1.6\times10^{-7}$. Retardation across a pore is negligible.

## A first estimate by scaling

Only the solid absorbs. If the loss tangent simply follows the amount of absorbing material, it scales with the solid volume fraction:

$$
\tan\delta_{\text{scaled}}=(1-f)\tan\delta_m=0.60\times0.010=0.0060 .
$$

The weak point is that a loss tangent is a ratio. It compares the energy dissipated with the energy stored, and the pores change both. The scaling estimate assumes, in effect, that each unit of volume stores the same electric energy, whether it is solid or air. To see whether that holds, one needs the field in each constituent.

## The exact solution of the model

### One pore in a uniform field

Place a sphere of radius $a$ and permittivity $\varepsilon_p$ in a matrix where the field far away is $E_m$. With the polar axis along the field, the potentials that satisfy Laplace's equation, stay finite at the centre and have the right form far away are

$$
\phi_{\rm in}=-E_p\,r\cos\theta,\qquad
\phi_{\rm out}=-E_m\,r\cos\theta+\frac{C\cos\theta}{r^2}.
$$

The first describes a uniform field $E_p$ in the pore. The term with $C$ is the dipole field of the polarized sphere. Continuity of the potential at $r=a$ requires

$$
-E_p a=-E_m a+\frac{C}{a^2}
\quad\Longrightarrow\quad
C=a^3(E_m-E_p).
$$

The radial field is $-\partial\phi/\partial r$. At the surface it equals $E_p\cos\theta$ inside and $(E_m+2C/a^3)\cos\theta$ outside. There is no free surface charge, so the normal displacement is continuous:

$$
\varepsilon_pE_p=\varepsilon_m\left(E_m+\frac{2C}{a^3}\right)
=\varepsilon_m(3E_m-2E_p). \tag{1}
$$

Collecting the terms in $E_p$ gives

$$
E_p=\frac{3\varepsilon_m}{\varepsilon_p+2\varepsilon_m}\,E_m. \tag{2}
$$

These equations are linear in the fields. They hold unchanged for complex amplitudes and complex permittivities, which is why the loss can be carried through the whole calculation.

### Many pores

Let $E_0$ be the field averaged over the film. The Maxwell Garnett approximation uses equation (2) at finite pore fraction, with $E_m$ now the mean field in the matrix. The volume averages of the field and of the displacement are then

$$
E_0=fE_p+(1-f)E_m,\qquad
\varepsilon_{\rm eff}E_0=f\varepsilon_pE_p+(1-f)\varepsilon_mE_m. \tag{3}
$$

Insert (2) into the first average and use a common denominator:

$$
E_0=E_m\,\frac{3f\varepsilon_m+(1-f)(\varepsilon_p+2\varepsilon_m)}{\varepsilon_p+2\varepsilon_m}
=E_m\,\frac{M}{\varepsilon_p+2\varepsilon_m},
$$

$$
M=(1-f)\varepsilon_p+(2+f)\varepsilon_m .
$$

The second average becomes

$$
\varepsilon_{\rm eff}E_0=\varepsilon_mE_m\,\frac{3f\varepsilon_p+(1-f)(\varepsilon_p+2\varepsilon_m)}{\varepsilon_p+2\varepsilon_m}
=\varepsilon_mE_m\,\frac{N}{\varepsilon_p+2\varepsilon_m},
$$

$$
N=(1+2f)\varepsilon_p+2(1-f)\varepsilon_m .
$$

Division removes $E_m$ and the common denominator:

$$
\boxed{\;\varepsilon_{\rm eff}=\varepsilon_m\frac{N}{M}
=\varepsilon_m\,\frac{(1+2f)\varepsilon_p+2(1-f)\varepsilon_m}{(1-f)\varepsilon_p+(2+f)\varepsilon_m}\;} \tag{4}
$$

For few pores, $E_m$ tends to $E_0$. Writing the average displacement as $\varepsilon_mE_0+f(\varepsilon_p-\varepsilon_m)E_p$ then gives

$$
\frac{\varepsilon_{\rm eff}-\varepsilon_m}{f}\;\to\;
\frac{3\varepsilon_m(\varepsilon_p-\varepsilon_m)}{\varepsilon_p+2\varepsilon_m}
=-4.000+0.058\,i .
$$

A numerical solution of the potential equation for a pore fraction of 0.001 gives $-3.999+0.058\,i$ for the same quotient.

### A structure for which the formula is exact

Surround a pore of radius $a$ by a matrix shell of outer radius $b$, with $a^3=fb^3$. Embed this coated sphere in a medium of permittivity $\varepsilon_{\rm eff}$ that carries a uniform field $E_0$. The shell has the potential $\phi_{\rm out}$ used above, so equations (1) and (2) still hold at the pore surface. If the outside field is to remain undisturbed, continuity of the potential at $r=b$ requires

$$
E_0=E_m-\frac{C}{b^3}=E_m-f(E_m-E_p)=fE_p+(1-f)E_m .
$$

Continuity of the normal displacement requires

$$
\varepsilon_{\rm eff}E_0=\varepsilon_m\left(E_m+\frac{2C}{b^3}\right)
=\varepsilon_m\left[E_m+2f(E_m-E_p)\right].
$$

By (1), $f\varepsilon_pE_p=f\varepsilon_m(3E_m-2E_p)$. Adding $(1-f)\varepsilon_mE_m$ reproduces the right-hand side, so both conditions coincide with (3). A coated sphere with this core fraction is therefore invisible in a medium that obeys (4). One can fill space with such spheres of all sizes, down to arbitrarily small ones, without changing the outside field. For that assemblage (4) is exact; for other arrangements it is in general an approximation.

### Numbers

The two brackets are

$$
N=1.8+1.2(4-0.040i)=6.600-0.048\,i,
$$

$$
M=0.6+2.4(4-0.040i)=10.200-0.096\,i .
$$

The product in the numerator of (4) is

$$
\varepsilon_mN=(4-0.040i)(6.600-0.048i)=26.398-0.456\,i .
$$

Multiplying above and below by the complex conjugate of $M$ gives

$$
\varepsilon_{\rm eff}=\frac{(26.398-0.456i)(10.200+0.096i)}{10.200^2+0.096^2}
=2.588-0.0203\,i .
$$

Hence

$$
k_{\rm film}=2.59,\qquad
\tan\delta_{\rm film}=0.00786\approx0.0079 .
$$

The phases show where this comes from. For small losses the loss tangents of factors add and those of divisors subtract:

$$
0.010+\frac{0.048}{6.600}-\frac{0.096}{10.200}
=0.010+0.00727-0.00941=0.00786 .
$$

A finite-element solution of the potential equation in the lossy coated sphere, made without formula (4), gives $k=2.588$ and $\tan\delta=0.007861$, the same as the formula to the digits shown.

## Comparison of the two results

The scaling estimate, 0.0060, lies 24 percent below the model result. The difference can be traced to the distribution of electric energy.

### Loss tangent as an energy share

Consider first real permittivities. Fix the potential on the boundary of the sample to that of a uniform field $E_0$. The stored energy then obeys

$$
\varepsilon_{\rm eff}E_0^2=\langle\varepsilon E^2\rangle , \tag{5}
$$

where the brackets denote an average over the whole volume. Now change the permittivity by a small $\delta\varepsilon$ at fixed $E_0$:

$$
\delta\varepsilon_{\rm eff}\,E_0^2=\langle\delta\varepsilon\,E^2\rangle+2\langle\varepsilon\mathbf E\cdot\delta\mathbf E\rangle .
$$

The last term vanishes. The displacement $\varepsilon\mathbf E$ has no divergence, and $\delta\mathbf E$ is the gradient of a potential that is zero on the boundary, so integration by parts leaves nothing.

The matrix loss is such a change, $\delta\varepsilon=-ik_m\tan\delta_m$ in the matrix and zero in the pores. Divide the resulting imaginary part by $k_{\rm film}$:

$$
\tan\delta_{\rm film}\simeq\tan\delta_m\,
\frac{\langle k_mE^2\rangle_{\rm matrix\ part}}{k_{\rm film}E_0^2}
=(1-q)\tan\delta_m . \tag{6}
$$

Here $q$ is the share of the electric energy stored in the pores. The result is of first order in the loss. Formula (4) has real coefficients, so expanding it in the imaginary part of $\varepsilon_m$ puts even powers into the real part of $\varepsilon_{\rm eff}$ and odd powers into the imaginary part. The leading relative correction to (6) is thus proportional to $\tan^2\delta_m$. In the example its size is about $3\times10^{-6}$.

The pore field is uniform, which makes $q$ easy to find. From (2) and the expression for $E_0$, $E_p/E_0=3\varepsilon_m/M$. With real permittivities,

$$
q=\frac{f\varepsilon_pE_p^2}{\varepsilon_{\rm eff}E_0^2}
=f\varepsilon_p\,\frac{9\varepsilon_m^2}{M^2}\,\frac{M}{\varepsilon_mN}
=\frac{9f\varepsilon_p\varepsilon_m}{NM}. \tag{7}
$$

For the example,

$$
\frac{E_p}{E_0}=\frac{12}{10.2}=1.176,\qquad
q=\frac{14.4}{6.6\times10.2}=0.214,
$$

$$
\tan\delta_{\rm film}\simeq(1-0.214)\times0.010=0.00786 .
$$

The same share follows from (4) by differentiation:

$$
\frac{d\ln\varepsilon_{\rm eff}}{d\ln\varepsilon_m}
=1+\frac{2(1-f)\varepsilon_m}{N}-\frac{(2+f)\varepsilon_m}{M}
=1-\varepsilon_m\frac{(2+f)N-2(1-f)M}{NM}.
$$

In the last numerator the terms with $\varepsilon_m$ cancel. The terms with $\varepsilon_p$ give $(2+f)(1+2f)-2(1-f)^2=9f$, so the derivative equals $1-q$.

The matrix thus fills 60 percent of the volume but holds 79 percent of the energy. That is the origin of the discrepancy: the scaling estimate used the first number where the second belongs.

### The field in the matrix

The pore field exceeds the average, so the mean matrix field must lie below it:

$$
\frac{E_m}{E_0}=\frac{1-0.40\times12/10.2}{0.60}=0.8824 .
$$

Its square, 0.779, is not the quantity that enters the energy. The shell also carries the dipole field, whose radial and polar components are $2C\cos\theta/r^3$ and $C\sin\theta/r^3$. This field averages to zero over angles, and so does its product with the uniform field, but its square does not. The angular average of the square is $2C^2/r^6$, and the average over the shell is

$$
\frac{3}{b^3-a^3}\int_a^b\frac{2C^2}{r^6}\,r^2dr
=\frac{2C^2}{a^3b^3}=2f(E_m-E_p)^2 .
$$

In units of $E_0^2$ this is $0.80\times(0.294)^2=0.069$. The mean square matrix field is therefore $0.779+0.069=0.848$, in agreement with the finite-element value. The matrix energy share becomes

$$
\frac{0.60\times4\times0.848}{2.588}=0.786,
$$

as before. With the square of the mean field instead, the share would be 0.722 and the loss tangent 0.0072, which is 8 percent too low.

### When scaling by volume works

Formula (7) shows the range of the first estimate. If the matrix and the pores had equal real permittivities, $N$ and $M$ would both equal $3\varepsilon_m$ and $q$ would equal $f$. Scaling by solid volume is then correct to first order in the loss, because the field is uniform and each volume element stores the same energy.

At the opposite extreme, let $\varepsilon_m\gg\varepsilon_p$ at fixed $f<1$. Then

$$
q\to\frac{9f}{2(1-f)(2+f)}\,\frac{\varepsilon_p}{\varepsilon_m}\to0 ,
$$

and the film keeps the loss tangent of its matrix. Pores lower dissipation and storage in the same proportion, since almost no energy resides in the air.

For few pores at the present contrast, $N$ and $M$ both tend to $\varepsilon_p+2\varepsilon_m=9$, so

$$
q\simeq\frac{9\times4}{81}\,f=0.44f .
$$

The loss tangent initially falls less than half as fast as scaling by volume predicts. In the formal limit $f\to1$, $N\to3\varepsilon_p$ and $M\to3\varepsilon_m$, so $q\to1$ and the loss disappears with the solid.

Porosity at $f=0.40$ lowers $k$ by 35 percent and $\tan\delta$ by 21 percent. The imaginary part falls from 0.0400 to 0.0203 in magnitude, by 49 percent. At fixed frequency and fixed mean field, the dissipated power per volume is proportional to this imaginary part and is therefore about halved.

## How far the model can be trusted

### Other arrangements of pores

A simple cubic array of equal pores is a structure for which (4) is not exact. A three-dimensional numerical solution at the same pore fraction gives $k=2.559$ and $\tan\delta=0.00771$ on a coarse grid, and $2.568$ and $0.00775$ on a grid twice as fine. The finer values lie 0.8 and 1.4 percent below Maxwell Garnett. Both quantities still rise with refinement, because the grid represents the spheres by small cubes, so the last digits of these values are not converged. An expansion of the potential in spherical multipoles, matched to the faces of the cubic cell, converges to $k=2.576$ and $\tan\delta=0.00779$. These lie 0.5 and 0.9 percent below Maxwell Garnett, so more than a third of the gap on the finer grid is grid error.

The change can be larger if the pores are not each enclosed by solid. The symmetric Bruggeman model treats pores and solid alike, as spheres in the effective medium:

$$
f\frac{\varepsilon_p-\varepsilon}{\varepsilon_p+2\varepsilon}
+(1-f)\frac{\varepsilon_m-\varepsilon}{\varepsilon_m+2\varepsilon}=0 .
$$

Multiplying by both denominators and collecting powers of $\varepsilon$ gives

$$
2\varepsilon^2-\beta\varepsilon-\varepsilon_p\varepsilon_m=0,\qquad
\beta=(3f-1)\varepsilon_p+(2-3f)\varepsilon_m .
$$

Without loss, $\beta=3.4$ and the positive root is $\varepsilon=2.50$. Differentiating the quadratic with respect to $\varepsilon_m$ gives

$$
\frac{d\varepsilon}{d\varepsilon_m}=\frac{\varepsilon_p+(2-3f)\varepsilon}{4\varepsilon-\beta}
=\frac{3.0}{6.6}=0.4545 .
$$

The matrix energy share is $0.4545\times4/2.50=0.727$, and the loss tangent is 0.0073. This is 7.5 percent below the Maxwell Garnett value. The difference measures the sensitivity to microstructure between two models; it is not an error bar.

### Water on the pore walls

Suppose that a water film covers the pore walls and fills 1 percent of the pore volume. As a rough value for liquid water at 10 GHz, take $\varepsilon_w=60-30i$. A pore with such a coating is itself a coated sphere, so (4) gives its equivalent permittivity, with water as the matrix and air as a core of fraction 0.99:

$$
\varepsilon_p'=\varepsilon_w\,\frac{2.98+0.02\,\varepsilon_w}{0.01+2.99\,\varepsilon_w}
\simeq\frac{4.18-0.60i}{2.99}=1.40-0.20\,i .
$$

The small term 0.01 in the denominator has been dropped in the second step. Using $\varepsilon_p'$ in place of $\varepsilon_p$ in (4) gives a film with $k=2.80$ and $\tan\delta=0.045$, a loss tangent 5.7 times that of the dry film.

In a pore of 3 nm diameter this water would form a layer only 0.005 nm thick, far less than one molecule. It cannot be a continuous liquid film, and bound water need not respond like the liquid. The result also depends on the water being continuous around the pore. The same amount gathered into a compact droplet at the pore centre would raise the loss tangent by only about 1 percent. The figure illustrates a continuous coating and is not a prediction.

### The real case

The parameters lie roughly in the regime of porous deposited silicon oxide, whose dense form has $k$ near 4. A matrix loss tangent of 0.010 is high for this material; good dense silica has a much smaller one. The chosen value is an assumption for the example, not a measured property of a particular film. Porous oxides with hydroxyl groups on their pore walls tend to take up water, so the assumption of dry pores may well fail in a real film. How much the loss tangent then rises depends on how the water is distributed and bound, which the estimate above does not settle. Connected pores can matter too, by an amount that depends on their shape. The Bruggeman model, which does not keep each pore enclosed by solid, gives a loss tangent 7.5 percent lower than Maxwell Garnett. Formula (4) with the roles of solid and air exchanged, which describes solid grains each enclosed by air, gives 0.0054, or 32 percent less. The value 0.0079 therefore applies to a dry film with enclosed, nearly spherical pores. The numerical output below lists the values at higher resolution than these uncertainties justify for a real film.

## Calculated quantities

```
matrix k: 4.0 [dimensionless]
matrix loss tangent: 0.010 [dimensionless]
pore fraction: 40 [percent]
matrix permittivity, complex: 4.000-0.040j [dimensionless]
numerator bracket: 6.6000-0.0480j [dimensionless]
denominator bracket: 10.2000-0.0960j [dimensionless]
film permittivity, complex: 2.58824-0.02035j [dimensionless]
film k: 2.588 [dimensionless]
film loss tangent: 0.007861 [dimensionless]
coated sphere, finite elements: k: 2.588 [dimensionless]
coated sphere, finite elements: loss tangent: 0.007861 [dimensionless]
pore field / mean field, lossless: 1.1765 [dimensionless]
mean matrix field / mean field, lossless: 0.8824 [dimensionless]
square of mean matrix field / E0^2: 0.7785 [dimensionless]
mean square matrix field / E0^2: 0.8478 [dimensionless]
energy share of pores q: 0.2139 [dimensionless]
energy share of matrix 1-q: 0.7861 [dimensionless]
energy share of matrix, finite elements: 0.7861 [dimensionless]
loss tangent from energy share: 0.007861 [dimensionless]
loss tangent if scaled by solid volume: 0.0060 [dimensionless]
dilute slope, formula: -4.0000+0.0578j [dimensionless]
dilute slope, finite elements: -3.9986+0.0578j [dimensionless]
cubic array k, coarse grid (24): 2.559 [dimensionless]
cubic array k, fine grid (48): 2.568 [dimensionless]
cubic array loss tangent, coarse grid: 0.00771 [dimensionless]
cubic array loss tangent, fine grid: 0.00775 [dimensionless]
Bruggeman k: 2.500 [dimensionless]
Bruggeman loss tangent: 0.00727 [dimensionless]
Bruggeman change of loss tangent: -7.5 [percent]
pore diameter: 3.0 [nm]
frequency: 10 [GHz]
wavelength in film: 1.86e+07 [nm]
pore diameter / wavelength: 1.6e-07 [dimensionless]
water permittivity, rough: 60-30j [dimensionless]
water part of pore volume: 1 [percent]
equivalent water thickness: 0.0050 [nm]
wet pore permittivity, complex: 1.398-0.201j [dimensionless]
wet film k: 2.80 [dimensionless]
wet film loss tangent: 0.045 [dimensionless]
wet / dry loss tangent: 5.7 [dimensionless]
```
